# Zemach radius and proton-size shift of the 21 cm line: a numerical check

```python
# Zemach correction to the hydrogen 1s hyperfine splitting with dipole form factors.
# Result under test: E = E_F (1 - 2 rZ/a), rZ = int int rhoE(r) rhoM(r') |r - r'|,
# and for G_E = G_M/G_M(0) = (1 + q^2/lam^2)^-2, rZ = 35/(8 lam), lam = Lambda/(hbar c).
# a: reduced-mass Bohr radius; E_F: point-proton (Fermi) splitting with g = 2;
# rho = lam^3 exp(-lam r)/(8 pi); Q(r): fraction of rho inside r; b = lam*a;
# Phi = int rho/|r-r'|, w = int rho |r-r'|; delta = E/E_F - 1.
import math
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import gammainc

pi = math.pi
rho = lambda r: np.exp(-r) / (8 * pi)          # lam = 1

# Fourier transform of the exponential density is the dipole; moments
for q in (0.3, 1.0, 2.5):
    ft = quad(lambda r: 4 * pi * r * rho(r) * math.sin(q * r) / q, 0, 60, limit=400)[0]
    assert abs(ft - (1 + q * q) ** -2) < 1e-9
mean_r = quad(lambda r: 4 * pi * r**3 * rho(r), 0, 80)[0]
mean_r2 = quad(lambda r: 4 * pi * r**4 * rho(r), 0, 80)[0]
assert abs(mean_r - 3) < 1e-8 and abs(mean_r2 - 12) < 1e-8

# Phi, the kernel of A, and w by volume quadrature centred on the field point
xg, wg = np.polynomial.legendre.leggauss(300)
for d in (0.5, 2.0, 6.0):
    s = np.concatenate([d * (xg + 1) / 2, d + 45 * (xg + 1) / 2])[:, None]
    ws = np.concatenate([wg * d / 2, wg * 45 / 2])[:, None]
    wt = 2 * pi * ws * wg[None, :] * rho(np.sqrt(d * d + s * s - 2 * d * s * xg[None, :]))
    assert abs((wt * s).sum() - (1 - math.exp(-d) * (1 + d / 2)) / d) < 1e-5
    assert abs((wt * xg[None, :]).sum() - gammainc(3, d) / d**2) < 1e-5
    assert abs((wt * s**3).sum() - (d + 4 / d - math.exp(-d) * (1 + 4 / d))) < 1e-5

# angular average of curl A (moment along z, mu0 mu/4pi = 1) equals (2/3) 4 pi rho
def f_rad(x, y, z):
    r = np.sqrt(x * x + y * y + z * z)
    return gammainc(3, r) / r**3
hs = 1e-4
for r in (0.4, 1.5, 4.0):
    x, z = r * np.sqrt(1 - xg**2), r * xg
    dAy = ((x + hs) * f_rad(x + hs, 0, z) - (x - hs) * f_rad(x - hs, 0, z)) / (2 * hs)
    dAx = (-hs * f_rad(x, hs, z) - hs * f_rad(x, -hs, z)) / (2 * hs)
    assert abs(0.5 * (wg * (dAy - dAx)).sum() - (2 / 3) * 4 * pi * rho(r)) < 1e-7

# spin factor
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]
ev = np.linalg.eigvalsh(sum(np.kron(p, p) for p in pauli) / 4)
assert np.allclose(ev, [-0.75, 0.25, 0.25, 0.25])

# angular average of |r - r'|
for r1, r2 in ((1.0, 0.3), (0.7, 2.0)):
    av = 0.5 * quad(lambda u: math.sqrt(r1 * r1 + r2 * r2 - 2 * r1 * r2 * u), -1, 1)[0]
    assert abs(av - (max(r1, r2) + min(r1, r2) ** 2 / (3 * max(r1, r2)))) < 1e-9

# kernel integral (x - sin x)/x^3
ker = lambda x: 1 / 6 - x * x / 120 if x < 1e-2 else (x - math.sin(x)) / x**3
kint = quad(ker, 0, 30, limit=400)[0] + 1 / 30 \
    - quad(lambda x: x**-3, 30, np.inf, weight='sin', wvar=1.0)[0]
assert abs(kint - pi / 4) < 1e-7

# symbolic steps
X, S = sp.symbols('X S', positive=True)
assert sp.simplify(1 - (1 + X**2) ** -4 - X**2 * sum((1 + X**2) ** -k for k in range(1, 5))) == 0
Ik = [sp.simplify(sp.integrate((1 + X**2) ** -k, (X, 0, sp.oo))) for k in range(1, 5)]
for k in range(1, 4):
    assert sp.simplify(Ik[k] - Ik[k - 1] * sp.Rational(2 * k - 1, 2 * k)) == 0
w_s = X + 4 / X - sp.exp(-X) * (1 + 4 / X)
assert sp.simplify(sp.diff(X * w_s, X, 2) - 2 * (1 - sp.exp(-X) * (1 + X / 2))) == 0
parts = [sp.integrate(sp.expand(X**2 * sp.exp(-X) / 2 * t), (X, 0, sp.oo))
         for t in (X, 4 / X, -sp.exp(-X), -4 * sp.exp(-X) / X)]
inner = sp.integrate(sp.expand(S**2 * sp.exp(-S) / 2 * (X**3 + S**2 * X / 3)), (S, 0, X))
rz_sym = sp.simplify(sp.integrate(sp.expand(inner * sp.exp(-X)), (X, 0, sp.oo)))
assert rz_sym == sp.Rational(35, 8) and sum(parts) == rz_sym
assert sp.simplify(4 / sp.pi * sum(Ik) - rz_sym) == 0

def rz_momentum(ratio):                         # lamE = 1, lamM = ratio
    fn = lambda q: -math.expm1(-2 * math.log1p(q * q) - 2 * math.log1p((q / ratio) ** 2)) / q**2
    return 4 / pi * quad(fn, 0, np.inf, epsabs=1e-11, epsrel=1e-11, limit=300)[0]
rz_mom = rz_momentum(1.0)
assert abs(rz_mom - 35 / 8) < 1e-8

# Monte Carlo from the definition, five standard errors
rng = np.random.default_rng(1)
def points(n):
    v = rng.normal(size=(n, 3))
    return v / np.linalg.norm(v, axis=1)[:, None] * rng.gamma(3.0, 1.0, n)[:, None]
p1, p2 = points(1000000), points(1000000)
for ratio in (1.0, 2.0):
    dist = np.linalg.norm(p1 - p2 / ratio, axis=1)
    assert abs(dist.mean() - rz_momentum(ratio)) < 5 * dist.std() / 1000
    if ratio == 1.0:
        mc, mc_err = dist.mean(), dist.std() / 1000

# radial 1s solver in t = ln r, units a = 1; al = 0 Schroedinger, al = alpha Dirac.
# g large component, F = 2c * small component; None means a point distribution.
def shoot(eps, bE, bM, al):
    def rhs(t, y):
        r = math.exp(t)
        g, F = y[0], y[1]
        if bE is None:
            k = r * eps + 1.0
        else:
            x = bE * r
            k = r * eps - math.expm1(-x) - 0.5 * x * math.exp(-x)
        if bM is None:
            Q, dQ = 1.0, 0.0
        else:
            x = bM * r
            Q, dQ = gammainc(3, x), 0.5 * x**3 * math.exp(-x)
        return [(r + 0.5 * al * al * k) * F, -2 * F - 2 * k * g,
                r**3 * (g * g + 0.25 * al * al * F * F), dQ * g * g, -2 * r * g * F * Q]
    if bE is None:
        r0, F0 = 1e-13, -2 / (1 + math.sqrt(1 - al * al))
    else:
        r0 = 1e-6 / max(bE, bM)
        F0 = -(2 / 3) * r0 * (eps + bE / 2)
    kw = dict(method='DOP853', rtol=1e-12, atol=1e-15, max_step=0.5)
    yo = solve_ivp(rhs, (math.log(r0), 0.0), [1.0, F0, 0, 0, 0], **kw).y[:, -1]
    yi = solve_ivp(rhs, (math.log(22.0), 0.0), [1.0, -1.0, 0, 0, 0], **kw).y[:, -1]
    tot = yo[2:] - (yo[0] / yi[0]) ** 2 * yi[2:]
    return yo[1] / yo[0] - yi[1] / yi[0], tot[1] / tot[0] / 4, tot[2] / tot[0] / 4

def ground(bE, bM, al=0.0):                     # energy, contact form, gF form (over point value 4)
    e0, e1 = -0.5001, -0.5
    f0, out = shoot(e0, bE, bM, al)[0], shoot(e1, bE, bM, al)
    for _ in range(8):
        if abs(out[0]) < 2e-12 or out[0] == f0:
            break
        e0, e1, f0 = e1, e1 - out[0] * (e1 - e0) / (out[0] - f0), out[0]
        out = shoot(e1, bE, bM, al)
    assert abs(out[0]) < 1e-10
    return e1, out[1], out[2]

al = sc.alpha
gam = math.sqrt(1 - al * al)
breit = 1 / (gam * (2 * gam - 1))
en, con, gf = ground(None, 50.0)
assert abs(en + 0.5) < 1e-10 and abs(con - (50 / 52) ** 3) < 1e-9 and abs(gf - con) < 1e-9
en, con, gf = ground(None, None, al)
assert abs(en + 1 / (1 + gam)) < 1e-10 and abs(gf - breit) < 1e-9

# remainder after the first-order term is of order ln(b)/b^2 with log coefficient -16
res = {}
for b in (1e2, 5e3, 5e4):
    res[b] = (ground(b, b)[1] - 1 + 2 * (35 / 8) / b) * b * b
    assert abs(res[b]) < 30 * math.log(b)
slope = (res[5e4] - res[5e3]) / math.log(10.0)
assert abs(slope / (-4 * mean_r2 / 3) - 1) < 0.06      # third-order terms ~ ln(b)/b remain
# unequal radii; second-order remainder is a few parts in 1000 of delta at b = 1e4
d_un = ground(1e4, 2e4)[1] - 1
assert abs(d_un / (-2 * rz_momentum(2.0) / 1e4) - 1) < 5e-3

# worked example
pc = lambda name: sc.physical_constants[name][0]
Lam2 = 0.71
Lam = math.sqrt(Lam2)
lam = Lam * 1e9 * sc.e / (sc.hbar * sc.c)
m_r = sc.m_e * sc.m_p / (sc.m_e + sc.m_p)
a = 4 * pi * sc.epsilon_0 * sc.hbar**2 / (m_r * sc.e**2)
gp, muB, muN = pc('proton g factor'), pc('Bohr magneton'), pc('nuclear magneton')
EF = (4 / 3) * sc.mu_0 * muB * gp * muN / (pi * a**3) * (ev[-1] - ev[0])
nuF = EF / sc.h
nu_alt = 16 / 3 * al**2 * pc('Rydberg constant times c in Hz') * gp * muN / (2 * muB) * (m_r / sc.m_e) ** 3
assert abs(nuF / nu_alt - 1) < 1e-7
rZ = float(rz_sym) / lam
b = lam * a
delta = -2 * rZ / a
d_schr = ground(b, b)[1] - 1
d_dirac = ground(b, b, al)[2] / breit - 1
assert abs(d_schr - delta) < 30 * math.log(b) / b**2
assert abs(d_dirac / delta - 1) < 4 * al * al * math.log(b)
ae = pc('electron mag. mom. anomaly')
wl = sc.c / nuF
r_e = pc('classical electron radius')
assert r_e > rZ

print("I_1..I_4 =", Ik, " sum =", sum(Ik))
print("position-space terms of lam*rZ =", parts, " sum =", rz_sym)
print(f"kernel integral / pi = {kint / pi:.7f}")
print(f"lam*rZ momentum quadrature = {rz_mom:.8f}")
print(f"lam*rZ Monte Carlo = {mc:.4f} +- {mc_err:.4f}")
print(f"lam*<r> = {mean_r:.6f}, lam^2*<r^2> = {mean_r2:.6f}")
print(f"S.I/hbar^2 eigenvalues = {ev[0]:.2f}, {ev[-1]:.2f} (threefold)")
for key, val in res.items():
    print(f"b = {key:.0e}: remainder*b^2 = {val:.1f}")
print(f"slope of remainder*b^2 in ln b = {slope:.2f} (predicted {-4 * mean_r2 / 3:.2f})")
print(f"lamM = 2 lamE: lamE*rZ = {rz_momentum(2.0):.5f}")
print(f"  bE = 1e4: delta numeric = {d_un:.4e}, first order = {-2 * rz_momentum(2.0) / 1e4:.4e}")
print(f"Lambda^2 = {Lam2} GeV^2, Lambda = {Lam:.5f} GeV")
print(f"hbar c = {sc.hbar * sc.c:.6e} J m, 1 GeV = {1e9 * sc.e:.6e} J")
print(f"lam = {lam:.5e} 1/m, 1/lam = {1 / lam:.5e} m")
print(f"<r> = {mean_r / lam:.4e} m, rms radius = {math.sqrt(mean_r2) / lam:.4e} m")
print(f"rZ = {rZ:.5e} m = {rZ * 1e15:.4f} fm")
print(f"rZ / rms radius = {rZ * lam / math.sqrt(mean_r2):.4f}")
print(f"m_r/m_e = {m_r / sc.m_e:.8f}, a = {a:.6e} m, b = lam*a = {b:.4e}")
print(f"mu0 = {sc.mu_0:.6e} N/A^2, g_p = {gp:.6f}")
print(f"mu_B = {muB:.6e} J/T, mu_N = {muN:.6e} J/T")
print(f"h = {sc.h:.6e} J s, c = {sc.c:.6e} m/s")
print(f"|psi(0)|^2 = {1 / (pi * a**3):.5e} 1/m^3")
print(f"E_F = {EF:.5e} J, nu_F = {nuF:.6e} Hz, wavelength = {wl:.5f} m")
print(f"delta = -2 rZ/a = {delta:.5e} = {delta * 1e6:.2f} ppm")
print(f"delta, Schroedinger numeric = {d_schr:.5e}")
print(f"delta, Dirac numeric = {d_dirac:.5e}")
print(f"Dirac/first order - 1 = {d_dirac / delta - 1:.1e}, alpha^2 ln b = {al * al * math.log(b):.1e}")
print(f"log remainder -16 ln b/b^2 = {-4 * mean_r2 / 3 * math.log(b) / b**2:.1e}")
print(f"delta, point charge only (-2<r>/a) = {-2 * mean_r / b:.4e}")
print(f"frequency shift = {delta * nuF:.4e} Hz = {delta * nuF / 1e3:.1f} kHz")
print(f"energy shift = {delta * EF:.4e} J")
print(f"wavelength shift = {sc.c / (nuF * (1 + delta)) - wl:.3e} m")
print(f"a_e = {ae:.5e}, nu_F(1+a_e) = {nuF * (1 + ae):.5e} Hz")
print(f"frequency shift with g = 2(1+a_e) = {delta * nuF * (1 + ae):.4e} Hz")
print(f"alpha = {al:.6e}, Breit factor - 1 = {breit - 1:.3e}")
print(f"classical electron radius = {r_e:.4e} m")
print("PASS")
```

It prints:

```
I_1..I_4 = [pi/2, pi/4, 3*pi/16, 5*pi/32]  sum = 35*pi/32
position-space terms of lam*rZ = [3, 2, -1/8, -1/2]  sum = 35/8
kernel integral / pi = 0.2500000
lam*rZ momentum quadrature = 4.37500000
lam*rZ Monte Carlo = 4.3774 +- 0.0022
lam*<r> = 3.000000, lam^2*<r^2> = 12.000000
S.I/hbar^2 eigenvalues = -0.75, 0.25 (threefold)
b = 1e+02: remainder*b^2 = -10.9
b = 5e+03: remainder*b^2 = -81.1
b = 5e+04: remainder*b^2 = -118.3
slope of remainder*b^2 in ln b = -16.14 (predicted -16.00)
lamM = 2 lamE: lamE*rZ = 3.42593
  bE = 1e4: delta numeric = -6.8630e-04, first order = -6.8519e-04
Lambda^2 = 0.71 GeV^2, Lambda = 0.84261 GeV
hbar c = 3.161527e-26 J m, 1 GeV = 1.602177e-10 J
lam = 4.27015e+15 1/m, 1/lam = 2.34184e-16 m
<r> = 7.0255e-16 m, rms radius = 8.1124e-16 m
rZ = 1.02456e-15 m = 1.0246 fm
rZ / rms radius = 1.2630
m_r/m_e = 0.99945568, a = 5.294654e-11 m, b = lam*a = 2.2609e+05
mu0 = 1.256637e-06 N/A^2, g_p = 5.585695
mu_B = 9.274010e-24 J/T, mu_N = 5.050784e-27 J/T
h = 6.626070e-34 J s, c = 2.997925e+08 m/s
|psi(0)|^2 = 2.14456e+30 1/m^3
E_F = 9.40133e-25 J, nu_F = 1.418840e+09 Hz, wavelength = 0.21129 m
delta = -2 rZ/a = -3.87015e-05 = -38.70 ppm
delta, Schroedinger numeric = -3.87043e-05
delta, Dirac numeric = -3.87265e-05
Dirac/first order - 1 = 6.5e-04, alpha^2 ln b = 6.6e-04
log remainder -16 ln b/b^2 = -3.9e-09
delta, point charge only (-2<r>/a) = -2.6538e-05
frequency shift = -5.4911e+04 Hz = -54.9 kHz
energy shift = -3.6385e-29 J
wavelength shift = 8.178e-06 m
a_e = 1.15965e-03, nu_F(1+a_e) = 1.42049e+09 Hz
frequency shift with g = 2(1+a_e) = -5.4975e+04 Hz
alpha = 7.297353e-03, Breit factor - 1 = 7.988e-05
classical electron radius = 2.8179e-15 m
PASS
```
